\section*{Knudsen number in a 100 nm hole at 1 torr}

\section*{Question}

I have an exercise on gas transport in atomic layer deposition: calculate the Knudsen number in a hole of diameter 100 nm, at a pressure of 1 torr and a temperature of 500 K, for molecules of effective diameter 0.6 nm.

I know that I have to divide the mean free path by the size of the hole. For the mean free path I imagined one molecule sweeping out a tube and hitting every molecule whose centre lies inside. That gave me $1/(n\sigma)$ and a Knudsen number of about 458. My formula sheet has an extra $\sqrt2$ in the denominator, and I can't see where it comes from.

Two other things bother me. Should the cross-section be $\pi d^2$ or $\pi d^2/4$, if $d$ is the diameter of a molecule? And what does a mean free path mean when it is much longer than the hole is wide? No molecule in there can fly that far in a straight line across the hole.

\section*{Answer}

Your tube picture is nearly right. It treats the other molecules as if they stood still, and the $\sqrt2$ repairs that. The cross-section is $\pi d^2$. The last question is best answered by comparing two collision rates, which also shows what the Knudsen number measures.

\subsection*{Setting}

I take a pure, dilute gas of hard spheres of diameter $d=0.6$ nm, in equilibrium at the stated pressure $p$ and temperature $T$ inside the hole. The hole is a long cylinder of diameter $D=100$ nm. The Knudsen number is
\begin{equation}
\mathrm{Kn}=\frac{\lambda}{D},
\end{equation}
where $\lambda$ is the mean free path set by collisions between gas molecules alone. The walls enter through $D$, not through $\lambda$.

\subsection*{The cross-section}

Two spheres of diameter $d$ touch when their centres are a distance $d/2+d/2=d$ apart. Seen from one molecule, the centre of the other must therefore pass within $d$, so the target is a disc of radius $d$:
\begin{equation}
\sigma=\pi d^2 .
\end{equation}
The area $\pi d^2/4$ is the shadow of a single molecule. It would be the right target for a point particle, but here both partners have a size.

\subsection*{Where the $\sqrt2$ comes from}

Follow one molecule, and consider partners that move relative to it with speed $w$. In a time $t$ it meets those whose centres lie in a cylinder of cross-section $\sigma$ and length $wt$. With $n$ molecules per unit volume at uncorrelated positions, the expected number is $n\sigma wt$. Averaging over the velocities of both partners gives the collision rate per molecule,
\begin{equation}
\nu_{\rm gas}=n\sigma\,\overline{w}.
\end{equation}
The speed that counts is the mean relative speed $\overline w$, not the mean speed $\overline v$ of one molecule.

To relate the two, start from the Maxwell distribution of two independent molecules of mass $m$, which is proportional to
\begin{equation}
\exp\!\left[-\frac{m(v_1^2+v_2^2)}{2k_BT}\right].
\end{equation}
Introduce $\mathbf V=(\mathbf v_1+\mathbf v_2)/2$ and $\mathbf w=\mathbf v_2-\mathbf v_1$. Then $\mathbf v_1=\mathbf V-\mathbf w/2$ and $\mathbf v_2=\mathbf V+\mathbf w/2$. The cross terms $\mp\mathbf V\cdot\mathbf w$ cancel in the sum of squares:
\begin{equation}
v_1^2+v_2^2=2V^2+\tfrac12 w^2 .
\end{equation}
The change of variables has a constant Jacobian, so the distribution splits into a factor for $\mathbf V$ and a factor for $\mathbf w$. The latter is
\begin{equation}
\exp\!\left[-\frac{m w^2}{4k_BT}\right]
=\exp\!\left[-\frac{m (w/\sqrt2)^2}{2k_BT}\right].
\end{equation}
Thus $\mathbf w/\sqrt2$ is distributed just as the velocity of a single molecule is, and
\begin{equation}
\overline w=\sqrt2\,\overline v .
\end{equation}

In a long time $t$ a molecule travels, on average, a total path $\overline v t$ and has $\nu_{\rm gas}t$ collisions. The mean free path is the ratio:
\begin{equation}
\lambda=\frac{\overline v}{\nu_{\rm gas}}
=\frac{\overline v}{n\sigma\sqrt2\,\overline v}
=\frac{1}{\sqrt2\,n\pi d^2}.
\end{equation}
The mean speed has cancelled, and the molecular mass with it. That is why the exercise does not need to name the molecule. With the ideal-gas law, $n=p/(k_BT)$, this becomes
\begin{equation}
\lambda=\frac{k_BT}{\sqrt2\,\pi d^2p},
\qquad
\mathrm{Kn}=\frac{k_BT}{\sqrt2\,\pi d^2pD}.
\label{eq:kn}
\end{equation}

\subsection*{The numbers}

One torr is 133.32 Pa. The thermal energy is
\begin{equation}
k_BT=(1.380649\times10^{-23}\ \mathrm{J/K})(500\ \mathrm K)
=6.9032\times10^{-21}\ \mathrm J,
\end{equation}
so the number density is
\begin{equation}
n=\frac{133.32\ \mathrm{Pa}}{6.9032\times10^{-21}\ \mathrm J}
=1.931\times10^{22}\ \mathrm{m^{-3}} .
\end{equation}
The cross-section is $\sigma=\pi(0.6\ \mathrm{nm})^2=1.131\ \mathrm{nm^2}$, or $1.131\times10^{-18}\ \mathrm{m^2}$. Hence
\begin{equation}
\lambda=\frac{1}{\sqrt2\,(1.931\times10^{22}\ \mathrm{m^{-3}})
(1.131\times10^{-18}\ \mathrm{m^2})}
=3.24\times10^{-5}\ \mathrm m=32.4\ \mu\mathrm m .
\end{equation}
Since $D=0.100\ \mu$m,
\begin{equation}
\mathrm{Kn}=\frac{32.4\ \mu\mathrm m}{0.100\ \mu\mathrm m}\approx 324 .
\end{equation}
Your value of 458 is larger by the missing factor $\sqrt2$.

The dilute-gas assumption can be checked at once: $nd^3=4.2\times10^{-6}$, so the molecules fill a negligible part of the space. The third digit of Kn, on the other hand, should not be taken seriously for a real molecule. An effective diameter is a model parameter, and it enters squared. Replacing 0.6 nm by 0.66 nm divides Kn by $1.1^2=1.21$. A fair statement of the result is that Kn is about 300.

\subsection*{What a free path longer than the hole means}

Compare how often a molecule meets the wall with how often it meets another molecule. Take a small piece of wall. A molecule of speed $v$ whose direction makes an angle $\theta$ with the normal approaches it at speed $v\cos\theta$. Directions are isotropic, so a fraction $\tfrac12\sin\theta\,d\theta$ of the molecules lies between $\theta$ and $\theta+d\theta$, and those with $\theta<\pi/2$ approach the wall. The number of hits per unit area and time is
\begin{equation}
\Phi=n\overline v\int_0^{\pi/2}\cos\theta\;\tfrac12\sin\theta\,d\theta
=\frac{n\overline v}{2}\left[\frac{\sin^2\theta}{2}\right]_0^{\pi/2}
=\frac{n\overline v}{4}.
\end{equation}

A hole of depth $L$ has side-wall area $\pi DL$ and contains $n\pi D^2L/4$ molecules on average. The rate of side-wall hits per molecule is therefore
\begin{equation}
\nu_{\rm wall}
=\frac{(n\overline v/4)\,\pi DL}{n\pi D^2L/4}
=\frac{\overline v}{D}.
\end{equation}
Dividing by $\nu_{\rm gas}=\overline v/\lambda$ gives
\begin{equation}
\frac{\nu_{\rm wall}}{\nu_{\rm gas}}=\frac{\lambda}{D}=\mathrm{Kn}.
\end{equation}

So the Knudsen number of a long cylindrical hole is the mean number of side-wall hits per gas collision. Here a molecule hits the side wall about 324 times for each time it meets another molecule. The 32 $\mu$m is not one straight flight. It is the path added up over many short flights from wall to wall, whose mean length is $\overline v/\nu_{\rm wall}=D$. In a shallow hole a molecule usually leaves before it has covered that path. Molecules enter through the mouth at the rate $(n\overline v/4)(\pi D^2/4)$ and the hole holds $n\pi D^2L/4$ of them, so with non-sticking walls the mean path per visit is $4L$. For $L=1\ \mu$m that is 4 $\mu$m, or about 40 side-wall hits, and only $4/32.4\approx0.12$ gas collisions per visit.

This is also why the bulk value of $\lambda$ may be used inside the hole. In equilibrium the density and the velocity distribution there are the same as in the bulk, apart from a layer at the wall about as thick as a molecule, so the rate of gas collisions is nearly the same too. It is lower by a fraction of about $d/D$, here 0.6 per cent, because the wall shields nearby molecules from partners on one side.

The hole is not empty, either. If it is 1 $\mu$m deep, its volume is $\pi D^2L/4=7.85\times10^{-21}\ \mathrm{m^3}$, and it holds on average
\begin{equation}
(1.931\times10^{22}\ \mathrm{m^{-3}})(7.85\times10^{-21}\ \mathrm{m^3})
\approx152
\end{equation}
molecules. They are present together, but they rarely meet.

Both rates were also obtained by following randomly chosen molecules, without the formulas for $\lambda$ and $\nu_{\rm wall}$. Their ratio, scaled to this gas and hole, is 321. It agrees with 324 within the sampling error of about one per cent. The numerical output lists the simulated mean free path and the simulated wall rate separately, both in scaled form.

\subsection*{Which flow regime this is}

Take $\mathrm{Kn}>10$, at least ten wall hits per gas collision, as a working criterion for free molecular flow. It is a loose one for a long hole: in a simple random-flight model with diffusely reflecting walls, gas collisions at $\mathrm{Kn}=10$ still slow diffusion along the axis by roughly a tenth. Your hole satisfies it by a wide margin. Transport is then governed by flights between walls and by what happens at each wall hit. A viscosity, which describes momentum exchange between gas molecules, is not a useful description inside the hole.

At fixed $T$, $d$ and $D$, equation (\ref{eq:kn}) gives $\mathrm{Kn}\propto1/p$. The pressure at which Kn falls to 10 is thus
\begin{equation}
p_{10}=(1\ \mathrm{torr})\,\frac{323.7}{10}=32.4\ \mathrm{torr},
\end{equation}
and Kn reaches 1 at 324 torr, where wall hits and gas collisions are equally frequent. The change between regimes is gradual, so these pressures are guides and not sharp boundaries.

The width of the hole acts in the same way, since $\mathrm{Kn}\propto1/D$ at fixed pressure. When a growing film has narrowed the hole to 50 nm, Kn has doubled. In the other direction, a hole as wide as $\lambda$, about 32 $\mu$m, has $\mathrm{Kn}=1$ at 1 torr.

\subsection*{Where the estimate needs care}

\emph{Size of the molecule.} The centre of a hard sphere can't come closer to the wall than $d/2$, so the width open to the centres is $D-d=99.4$ nm. Using it changes $\lambda/D$ from 323.7 to 325.7, which is less than one per cent. The shielding by the wall noted above acts in the same direction, so the ratio of wall hits to gas collisions rises by about $2d/D$ in all, or 1.2 per cent, to about 328. The correction grows as the hole closes, and once $D$ is only a few times $d$, the picture of free flights between hard walls is itself doubtful.

\emph{Ends of the hole.} I counted hits on the side wall only. The bottom has area $\pi D^2/4$, which is a fraction $D/(4L)$ of the side wall. For a depth of 1 $\mu$m that is 2.5 per cent. For a hole no deeper than it is wide, the bottom would have to be counted as well.

\emph{Departure from equilibrium.} If the surface consumes the molecules, their density falls towards the bottom of the hole. If no other gas takes their place, the local $\lambda$ is then longer than at the mouth, and the estimate made with the mouth pressure errs on the safe side for the claim of free molecular flow. Gaseous reaction products add collision partners. Their density alone does not settle the matter, because a lighter partner moves faster, which raises the collision rate, while a smaller partner presents a smaller target, which lowers it, and either effect can win; the mixture formula below gives an estimate of their effect, though not an exact count, since it assumes equilibrium velocities for every species.

\emph{Carrier gas.} If the 1 torr is the total pressure of a mixture, the collision partners differ in size and mass. For a molecule of species $A$ meeting species $B$, contact occurs at the centre distance $d_{AB}=(d_A+d_B)/2$. Each component of the relative velocity has variance $k_BT/m_A+k_BT/m_B$, in place of $k_BT/m_A$ for the single molecule. Mean speeds scale as the square root of the variance, so
\begin{equation}
\overline w_{AB}=\overline v_A\sqrt{1+\frac{m_A}{m_B}},
\qquad
\lambda_A=\frac{1}{\sum_B n_B\,\pi d_{AB}^2\sqrt{1+m_A/m_B}},
\end{equation}
where the sum includes $B=A$. For a single species the root is $\sqrt2$ and the earlier formula returns. In a mixture the masses no longer cancel, and you would need to know which gases are present. Your exercise gives one diameter and no masses, so the pure gas is the natural reading, and the answer is $\mathrm{Kn}\approx324$ for the stated data.

\section*{Computed results}
\begin{verbatim}
Temperature: 500 K
Molecular diameter d: 0.6 nm
Hole diameter D: 100 nm
Pressure: 1 torr
Pressure: 133.32 Pa
Boltzmann constant: 1.380649e-23 J/K
Thermal energy kT: 6.9032e-21 J
Number density n: 1.9313e+22 m^-3
Dilution n d^3: 4.17e-06 (no unit)
Cross-section pi d^2: 1.1310 nm^2
Mean relative speed / mean speed, quadrature: 1.41421
Mean free path: 3.2373e-05 m
Mean free path: 32.37 micrometre
Knudsen number: 323.7 (no unit)
Simulated mfp * n d^2: 0.2234 (no unit)
Formula mfp * n d^2: 0.2251 (no unit)
Simulated wall rate * D / mean speed: 0.9984
Knudsen number from simulated rates: 321
Knudsen number if sqrt(2) is left out: 457.8
Knudsen number with D - d: 325.7
Pressure for Kn = 10: 32.4 torr
Pressure for Kn = 1: 324 torr
Hole depth for molecule count: 1 micrometre
Mean number of molecules in that hole: 152
\end{verbatim}
